# Core polarization potential and screened dipole operator, applied to potassium

A potassium atom has one loosely held electron outside a closed-shell K⁺ core. In a static electric field the outer electron is displaced, but the core is not rigid: it acquires a dipole moment from the applied field and also from the field of the outer electron. What Hamiltonian and what dipole operator describe the outer electron alone, once the core's response has been taken into account?

The algebra uses atomic units. The core sits at the origin and has static dipole polarizability $\alpha_c$. The valence electron has charge $-1$ and position $\mathbf r$, and its Hamiltonian with a rigid core is $h$. The applied field $\mathbf F$ is uniform. The core responds linearly and through its dipole alone, and relativity is neglected.

## First derivation: a core dipole at its energy minimum

A charge $q$ at $\mathbf r$ produces the field $q(\mathbf 0-\mathbf r)/r^3$ at the origin. For $q=-1$ this is $+\mathbf r/r^3$, pointing from the core towards the electron. When the electron penetrates the core, part of the core charge lies outside it and feels a different field. A damping function $f(r)$ represents this:

$$\mathbf E(\mathbf r)=f(r)\,\frac{\mathbf r}{r^3},\qquad f\to1 \text{ outside the core.}$$

Making a core dipole $\mathbf d$ costs the internal energy $d^2/(2\alpha_c)$. This is the right cost because minimizing $d^2/(2\alpha_c)-\mathbf d\cdot\mathbf F$ gives $\mathbf d=\alpha_c\mathbf F$, the definition of the polarizability. The electron's own energy in the field is $-q\,\mathbf F\cdot\mathbf r=+\mathbf F\cdot\mathbf r$. The energy to be added to $h$ is therefore

$$W=\mathbf F\cdot\mathbf r+\frac{d^2}{2\alpha_c}-\mathbf d\cdot(\mathbf F+\mathbf E).$$

If the core adjusts at once to each electron position, $\mathbf d$ takes the value that minimizes $W$:

$$\frac{\mathbf d}{\alpha_c}-(\mathbf F+\mathbf E)=0
\quad\Rightarrow\quad \mathbf d=\alpha_c(\mathbf F+\mathbf E).$$

Insertion gives $\tfrac12\alpha_c|\mathbf F+\mathbf E|^2$ from the internal cost and $-\alpha_c|\mathbf F+\mathbf E|^2$ from the coupling, so that

$$W=\mathbf F\cdot\mathbf r-\frac{\alpha_c}{2}|\mathbf F+\mathbf E|^2
=\mathbf F\cdot\mathbf r-\frac{\alpha_c}{2}F^2-\alpha_c\mathbf F\cdot\mathbf E-\frac{\alpha_c}{2}E^2.$$

With $\mathbf F\cdot\mathbf E=f\,\mathbf F\cdot\mathbf r/r^3$ and $E^2=f^2/r^4$, this becomes

$$\boxed{W=\mathbf F\cdot\mathbf r\left(1-\frac{\alpha_c f}{r^3}\right)-\frac{\alpha_c f^2}{2r^4}-\frac{\alpha_c F^2}{2}}$$

The term without $\mathbf F$ is the core polarization potential $V_{cp}=-\alpha_cf^2/(2r^4)$: the electron is attracted by the dipole it has induced. The linear term contains the screened position

$$\mathbf r_s=\mathbf r\left(1-\frac{\alpha_c f(r)}{r^3}\right).$$

Its correction is the electron's energy in the potential of the dipole that $\mathbf F$ induces in the core. The last term is the energy of the core alone. All three come from one square, which fixes their relative damping: $f$ in the operator and $f^2$ in the potential.

The same square covers two valence electrons. Then $\mathbf E=\mathbf E_1+\mathbf E_2$, and $-\tfrac12\alpha_cE^2$ contains, besides the two one-electron potentials, the cross term

$$-\alpha_c\mathbf E_1\cdot\mathbf E_2=-\alpha_c f(r_1)f(r_2)\frac{\mathbf r_1\cdot\mathbf r_2}{r_1^3r_2^3}.$$

It is repulsive when the electrons are on opposite sides of the core, where their fields at the core oppose each other. Potassium has one valence electron and no such term.

## Second derivation: a quantum core with a finite frequency

Now let the core be an isotropic quantum oscillator with excitation energy $\omega_c$. Its ground state is $|0\rangle$, its three one-quantum states are $|1_j\rangle$, and $\langle0|d_i|1_j\rangle=\mu\,\delta_{ij}$. In a fixed field $\mathbf G$, second-order perturbation theory gives the energy $-\mu^2G^2/\omega_c$. Equating this to $-\alpha_cG^2/2$ gives

$$\alpha_c=\frac{2\mu^2}{\omega_c}.$$

Set $\mathbf G(\mathbf r)=\mathbf F+\mathbf E(\mathbf r)$ and $h_F=h+\mathbf F\cdot\mathbf r$, and measure energies from the core's ground level. To second order in $\mu$ the energy needs only the states with zero or one quantum,

$$|\Psi\rangle=|\psi\rangle|0\rangle+\sum_j|\phi_j\rangle|1_j\rangle .$$

Projecting the Schrödinger equation for $h_F+H_{core}-\mathbf d\cdot\mathbf G$ on the core states gives

$$(h_F-\varepsilon)\psi-\mu\sum_jG_j\phi_j=0,\qquad
(h_F+\omega_c-\varepsilon)\phi_j-\mu G_j\psi=0 .$$

Solving the second equation for $\phi_j$ and inserting it in the first,

$$(h_F-\varepsilon)\psi-\mu^2\sum_jG_j\frac{1}{\omega_c+h_F-\varepsilon}G_j\psi=0 .$$

When $\omega_c$ is large compared with the valence energies that matter, the inverse is $1/\omega_c-(h_F-\varepsilon)/\omega_c^2+\dots$. Its first term gives $-\mu^2G^2/\omega_c=-\tfrac12\alpha_c|\mathbf F+\mathbf E|^2$. This is the same square as before, and the boxed result follows again.

The next term measures the core's delay. Its expectation value is

$$\Delta\varepsilon_{delay}=\frac{\mu^2}{\omega_c^2}\sum_j\langle G_j(h_F-\varepsilon)G_j\rangle
=\frac{\alpha_c}{2\omega_c}\sum_j\langle G_j(h_F-\varepsilon)G_j\rangle .$$

At this order $(h_F-\varepsilon)\psi=0$. Expanding the double commutator gives $[G,[h_F,G]]=2Gh_FG-G^2h_F-h_FG^2$, whose expectation value is $2\langle G(h_F-\varepsilon)G\rangle$. If the potential in $h_F$ is local, only the kinetic energy contributes: $[h_F,G]=-\tfrac12(\nabla^2G)-\nabla G\cdot\nabla$, and hence $[G,[h_F,G]]=|\nabla G|^2$. The uniform $\mathbf F$ has no gradient, so

$$\Delta\varepsilon_{delay}=+\frac{\alpha_c}{4\omega_c}\Big\langle\sum_{ij}(\partial_iE_j)^2\Big\rangle .$$

The shift is positive: a core that lags behind the electron binds it less strongly.

For a transition, the dipole of the whole atom is $-\mathbf r+\mathbf d$. Take $\mathbf F=0$ and valence states $a,b$ with $\omega=\varepsilon_b-\varepsilon_a$. To first order in the coupling,

$$|\tilde a\rangle=|a,0\rangle+\mu\sum_{n,j}\frac{\langle n|E_j|a\rangle}{\omega_c+\varepsilon_n-\varepsilon_a}|n,1_j\rangle ,$$

and likewise for $b$. In $\langle\tilde b|d_i|\tilde a\rangle$ the operator $d_i$ leaves the valence state unchanged. Only $n=b$ survives from the correction to $a$, and only $n=a$ from the correction to $b$:

$$\langle\tilde b|d_i|\tilde a\rangle=\mu^2\langle b|E_i|a\rangle\left[\frac1{\omega_c+\omega}+\frac1{\omega_c-\omega}\right]
=\frac{2\mu^2\omega_c}{\omega_c^2-\omega^2}\langle b|E_i|a\rangle .$$

Since $2\mu^2=\alpha_c\omega_c$, the prefactor is $\alpha_c(\omega)=\alpha_c/(1-\omega^2/\omega_c^2)$. For $\omega\ll\omega_c$ the total transition dipole is $-\langle b|\mathbf r_s|a\rangle$, between valence states that include $V_{cp}$. The remaining corrections to the $-\mathbf r$ part vanish for a fast core at fixed $\alpha_c$: the one-quantum components have weight $\mu^2E^2/\omega_c^2=\alpha_cE^2/(2\omega_c)$, and the delay term that alters the valence states is proportional to $\alpha_c/\omega_c$.

Both corrections were tested by diagonalizing an electron on a line coupled to a quantum oscillator. For a fast oscillator the energy shift was 0.977 of the delay formula. For weak coupling to a slower one, the core dipole was enhanced by 1.0768, as $1/(1-\omega^2/\omega_c^2)$ predicts.

## What each derivation assumes

The first derivation assumes that the core energy is quadratic in $\mathbf d$ and that $\mathbf d$ sits at its minimum for every electron position. It needs no expansion in the coupling strength. It contains no core frequency, however, so it cannot say how fast the core must be, and it justifies the screened operator for static fields only.

The second derivation assumes weak mixing with the one-quantum states. The mixing amplitude is about $\mu G/\omega_c=G\sqrt{\alpha_c/(2\omega_c)}$. In return it gives the leading cost of a finite frequency and extends the operator to optical transitions. It also separates two conditions. The transition operator needs a small $\omega^2/\omega_c^2$, whereas the potential needs a small field gradient over the region the electron visits. The second condition is harder to meet inside the core.

Both derivations replace the core by a single dipole mode with one damping function. A real core has many modes. Let a static perturbation $v$ of the core electrons change the core energy by $-\tfrac12\langle v|\chi|v\rangle$, where $\chi$ is positive for a stable ground state. For $v=z$ this defines $\langle z|\chi|z\rangle=\alpha_c$. Now let $v$ be the dipole part of the repulsion by an electron fixed at distance $R$ on the $z$ axis. The mixed term $-F\langle v|\chi|z\rangle$ is that electron's energy in the induced core potential, $-\alpha_cfF/R^2$, so $\langle v|\chi|z\rangle=\alpha_cf/R^2$. The Cauchy–Schwarz inequality then gives

$$\frac12\langle v|\chi|v\rangle\ \ge\ \frac12\frac{\langle v|\chi|z\rangle^2}{\langle z|\chi|z\rangle}=\frac{\alpha_cf^2}{2R^4}.$$

The one-mode potential thus cannot exceed in size the static dipole response of the core to a fixed charge.

## The damping function of K⁺

The damping function can be computed from the core itself. A field $F$ along $z$ changes the core's electron density by $\delta\rho=F\,g(r)\cos\theta$. In the expansion of $1/|\mathbf r-\mathbf r'|$ the $l=1$ term alone contributes, and its angular integral is $(4\pi/3)\cos\theta$. The valence electron's energy in this density is

$$F\cos\theta\,\frac{4\pi}{3}\left[\frac1{r^2}\int_0^r s^3g\,ds+r\int_r^\infty g\,ds\right].$$

In the model the same energy is $-\alpha_cfF\cos\theta/r^2$. Equating the two,

$$f(r)=-\frac{4\pi}{3\alpha_c}\left[\int_0^r s^3g\,ds+r^3\int_r^\infty g\,ds\right].$$

The core dipole is $-\int z\,\delta\rho=\alpha_cF$, so $\alpha_c=-(4\pi/3)\int_0^\infty s^3g\,ds$ and $f\to1$ at large $r$. At small $r$ the second integral dominates and $f\propto r^3$, so $V_{cp}\propto r^2$ stays finite and the screening factor tends to a constant.

Force balance fixes that constant. Let $F_n$ be the total field at the nucleus. The $N$ core electrons exert the force $Z(F_n-F)$ on the nucleus, so the nucleus exerts $-Z(F_n-F)$ on them, and the applied field exerts $-NF$. In equilibrium these add to zero, which gives $F_n/F=(Z-N)/Z$. For K⁺ this is $1/19=0.053$; the computed factor near the nucleus is 0.054 in the basis used here and 0.053 in a denser one.

The self-consistent Hartree–Fock response of K⁺, in a finite Gaussian basis, gives $\alpha_c=0.809$ Å³ (5.46 atomic units) and these values:

| $r$ (Å) | $f$ | $V_{cp}$ (eV) | $1-\alpha_cf/r^3$ |
|---|---|---|---|
| 0.8 | 0.417 | −2.47 | 0.342 |
| 1.4 | 0.874 | −1.16 | 0.742 |
| 2.0 | 0.985 | −0.35 | 0.900 |
| 3.0 | 1.000 | −0.07 | 0.970 |

A denser basis moves some last digits by one unit ($f=0.416$ and $V_{cp}=-2.46$ eV at 0.8 Å, $f=0.875$ at 1.4 Å). At 2.0 Å, for example, the factor is $1-0.809\times0.985/8.0=0.900$.

The computed dipole response of K⁺ to a fixed charge, divided by the one-mode value, is 1.0002 at 2.5 Å, 1.04 at 1.4 Å and 1.64 at 0.8 Å. A denser basis gives 1.0003, 1.04 and 1.65. The $f^2$ law is accurate outside the core and too weak deep inside it, in the direction the inequality requires.

## Polarizability and resonance line of potassium

The valence electron is placed in the unoccupied Hartree–Fock orbitals of K⁺. These are orthogonal to the core, as the Pauli principle demands, and they describe potassium with a frozen core. $V_{cp}$ is added within this space. No measured energy or fitted cutoff enters.

For $\mathbf F$ along $z$ the perturbation is $Fz_s$, with $z_s=z(1-\alpha_cf/r^3)$. The 4s state has no first-order shift, by parity. The second-order energy and the core term together are

$$-F^2\sum_{n\ne0}\frac{|\langle n|z_s|0\rangle|^2}{\varepsilon_n-\varepsilon_0}-\frac{\alpha_cF^2}2=-\frac{\alpha F^2}{2},$$

and therefore

$$\alpha=\alpha_c+2\sum_{n\ne0}\frac{|\langle n|z_s|0\rangle|^2}{\varepsilon_n-\varepsilon_0}.$$

Define the transition length by $L^2=\sum_m|\langle4p_m|z_s|4s\rangle|^2$ and let $\Delta$ be the 4s–4p energy. The resonance oscillator strength and the resonance part of the polarizability are

$$f_{osc}=2\Delta L^2,\qquad \alpha_{res}=\frac{2L^2}{\Delta}=\frac{f_{osc}}{\Delta^2}.$$

With both effects included, the resonance supplies 99.7 % of the valence polarizability, so these two expressions explain the changes below. The total $\alpha$ includes $\alpha_c$ in every row. A denser basis raises $\Delta$ with $V_{cp}$ to 1.577 eV and lowers $\alpha$ by about 0.01 Å³.

| Included | $\Delta$ (eV) | $L$ (Å) | $f_{osc}$ | $\alpha$ (Å³) |
|---|---|---|---|---|
| neither | 1.399 | 1.711 | 1.074 | 61.2 |
| $V_{cp}$ | 1.576 | 1.617 | 1.082 | 48.7 |
| $z_s$ | 1.399 | 1.651 | 1.000 | 57.0 |
| both | 1.576 | 1.552 | 0.996 | 44.9 |

**The potential** raises the ionization energy from 4.00 to 4.30 eV and shrinks the mean 4s radius from 2.78 to 2.63 Å. It multiplies $\Delta$ by $1.5764/1.3987=1.1270$ and $L^2$ by $(1.6168/1.7105)^2=0.8934$. In the oscillator strength the two factors nearly cancel, $1.1270\times0.8934=1.007$. In the polarizability they reinforce each other, $0.8934/1.1270=0.793$, and the valence part falls from 60.4 to 47.9 Å³.

The near cancellation reflects a sum rule. The oscillator strengths from 4s add up to the expectation value of $[z,[h,z]]$, and a local potential such as $V_{cp}$ commutes with $z$. Here the sum is not fixed exactly: restricted to the space orthogonal to the core, $V_{cp}$ no longer commutes with $z$, and the double commutator is not a constant, so its value depends on the 4s state. The rule also constrains only the sum, not the resonance's share of it. The computed sum for the bare operator moves little, from 1.114 to 1.130, while the resonance's share goes from 96.4 % to 95.7 %; these two small changes combine to the residual factor 1.007.

**The screened operator** leaves the energies and orbitals alone and reduces the coupling. With $V_{cp}$ present it multiplies $L^2$ by $(1.552/1.617)^2=0.921$. Since $\Delta$ is unchanged, $f_{osc}$ and $\alpha_{res}$ fall by this same factor: the strength goes from 1.082 to 0.996 and the valence polarizability from 47.9 to 44.1 Å³. Adding the core gives $44.1+0.8=44.9$ Å³, or 303 atomic units. The second derivative of the model's energy with respect to the field, computed without splitting the square, gives the same 44.9 Å³.

Together the two effects lower the total polarizability by 27 % and the oscillator strength by 7 %, both relative to the calculation with neither. Most of the first change comes from the potential; the second comes from the operator.

The finite core frequency can be estimated by taking the 3p orbital energy, 31.9 eV, as a rough scale for $\omega_c$. The core part of the transition dipole then grows by about $1/[1-(1.576/31.85)^2]-1=0.25$ %, which is negligible here. The frequency-dependent Hartree–Fock response of K⁺, whose lowest dipole excitation lies at 21 eV, gives 0.34 %, also negligible. For 4s the delay formula gives about $+0.1$ eV, a third of the 0.30 eV gained from $V_{cp}$. This is an order of magnitude only. The formula keeps just the leading term in $1/\omega_c$: for an intermediate valence state at energy $x$ above 4s it replaces $x/(\omega_c+x)$ by the larger $x/\omega_c$, and so it overestimates the shift when $x$ is not small compared with $\omega_c$. It also assumes a local potential, while the Hartree–Fock exchange is nonlocal. Summed over the unoccupied p states, the one-mode shift falls from 0.11 eV at leading order to 0.056 eV without the expansion, while the same unexpanded sum over all dipole modes of the Hartree–Fock core gives 0.09 eV. By comparison, exchange with the induced core density changes the operator's factor on $L^2$ only from 0.921 to 0.924, so the static potential is less secure than the screened operator.

The delay weakens the binding. The dipole response missing from the $f^2$ law at short range, and the higher multipoles of the core, would strengthen it. The first two effects are large and opposite: adding the delay formula as a local potential gives an ionization energy of 4.21 eV and $\alpha=48.5$ Å³, replacing $V_{cp}$ by the full static dipole response gives 4.41 eV and 40.9 Å³, and both together give 4.31 eV and 44.5 Å³. The one-mode values thus rest on a near cancellation. Also left out are exchange between the valence electron and the induced core density, the blocking of core excitations into the occupied 4s orbital, and relativity. The values for potassium are therefore results of this model, and their printed digits do not measure its accuracy. The numerical output below gives the remaining values.

## Computed values

```
Basis functions: 108
K+ Hartree-Fock energy: -16299.78 eV
alpha_c from induced dipole: 0.8090 angstrom^3
alpha_c from energy: 0.8090 angstrom^3
alpha_c converted: 5.459 a.u.
Screening factor near nucleus: 0.0543
Force-balance value (Z-N)/Z: 0.0526
r (angstrom), f, V_cp (eV), factor 1-alpha_c f/r^3:
  0.5  0.1295  -1.5634  0.1617
  0.8  0.4165  -2.4666  0.3419
  1.0  0.6171  -2.2181  0.5008
  1.4  0.8741  -1.1585  0.7423
  2.0  0.9849  -0.3531  0.9004
  2.5  0.9981  -0.1485  0.9483
  3.0  0.9998  -0.0719  0.9700
Core dipole response / f^2 law at r (angstrom):
  0.8  1.6388
  1.4  1.0422
  2.5  1.0002
Core polarization included: none
  ionization 3.9988 eV, 4s-4p 1.3987 eV
  transition length 1.7105 angstrom, oscillator strength 1.0741
  alpha valence 60.411, total 61.220 angstrom^3
Core polarization included: potential
  ionization 4.2977 eV, 4s-4p 1.5764 eV
  transition length 1.6168 angstrom, oscillator strength 1.0815
  alpha valence 47.932, total 48.741 angstrom^3
Core polarization included: operator
  ionization 3.9988 eV, 4s-4p 1.3987 eV
  transition length 1.6507 angstrom, oscillator strength 1.0004
  alpha valence 56.236, total 57.045 angstrom^3
Core polarization included: both
  ionization 4.2977 eV, 4s-4p 1.5764 eV
  transition length 1.5517 angstrom, oscillator strength 0.9962
  alpha valence 44.117, total 44.926 angstrom^3
Mean 4s radius without V_cp: 2.7838 angstrom
Mean 4s radius with V_cp: 2.6349 angstrom
Sum of bare strengths without V_cp: 1.1142
Sum of bare strengths with V_cp: 1.1296
4s-4p share of valence alpha, both: 99.71 %
Total alpha from field energy: 44.924 angstrom^3
Total alpha converted, both: 303.18 a.u.
3p orbital energy scale: 31.85 eV
Estimated delay shift of 4s: +0.0955 eV
Estimated dynamic gain of core dipole: 0.246 %
Oscillator test, energy shift / formula: 0.9768
Oscillator test, dynamic factor: 1.0768
Dynamic factor from formula: 1.0768
```
